# Phonon wavevectors for transitions between germanium L valleys

## Problem

Germanium has a face-centred cubic Bravais lattice with cubic edge $a$. Its lowest conduction-band minima lie at the L points, which have the wavevectors

$$
\mathbf k=\frac{2\pi}{a}\left(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12\right).
$$

The X points have the wavevectors $\frac{2\pi}{a}(\pm1,0,0)$ and those obtained by permuting the entries. An electron is scattered from one valley to another by absorbing or emitting one phonon in an otherwise perfect crystal.

**(a)** Find the reciprocal lattice. Show that the eight L wavevectors describe four distinct valleys, and the six X wavevectors three distinct X points.

**(b)** Show that a phonon joining the bottoms of two distinct L valleys must have an X-point wavevector, up to a reciprocal-lattice vector.

**(c)** Find which X point serves each pair of valleys.

**(d)** Suppose that the minima lay at a fraction $\lambda$ of the way from the zone centre $\Gamma$ to L, with $0<\lambda<1$. Would transitions between them still need X-point phonons?

**(e)** Real electrons are not exactly at the valley bottoms. Estimate how far the phonon wavevector strays from X when an electron of mean thermal energy absorbs a phonon, at 300 K and at 77 K. Use the rough values $a=0.57$ nm, longitudinal mass $m_l=1.6\,m_0$, transverse mass $m_t=0.08\,m_0$ and phonon energy $\hbar\omega=0.028$ eV, where $m_0$ is the free-electron mass.

## Solution

### The selection rule

Let the electron go from the Bloch state $\psi_{\mathbf k}$ to $\psi_{\mathbf k'}$ by absorbing a phonon of wavevector $\mathbf q$. The atomic displacements of this phonon gain a factor $e^{i\mathbf q\cdot\mathbf R}$ from one cell to another a lattice vector $\mathbf R$ away. To first order in the displacements, the change $V$ in the electron's potential does the same:

$$
V(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}V(\mathbf r).
$$

The transition amplitude is proportional to

$$
M=\int\psi_{\mathbf k'}^*(\mathbf r)\,V(\mathbf r)\,\psi_{\mathbf k}(\mathbf r)\,d^3r .
$$

The integral runs over the whole periodic crystal, so replacing $\mathbf r$ by $\mathbf r+\mathbf R$ in the integrand cannot change it. By Bloch's theorem the three factors then contribute the phases $e^{-i\mathbf k'\cdot\mathbf R}$, $e^{i\mathbf q\cdot\mathbf R}$ and $e^{i\mathbf k\cdot\mathbf R}$. Hence

$$
M=e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf R}\,M .
$$

If the phase factor differs from 1 for any lattice vector, $M$ must vanish. An allowed transition therefore has $\mathbf k+\mathbf q-\mathbf k'$ equal to a reciprocal-lattice vector, since these are by definition the vectors $\mathbf G$ with $e^{i\mathbf G\cdot\mathbf R}=1$ for every $\mathbf R$. The negative of a reciprocal vector is another one, so the rule can be written

$$
\mathbf k'=\mathbf k+\mathbf q+\mathbf G .
$$

For emission, the phonon factor is $e^{-i\mathbf q\cdot\mathbf R}$, and $\mathbf q$ is replaced by $-\mathbf q$.

Two wavevectors that differ by a $\mathbf G$ are called equivalent, written $\equiv$. They label the same Bloch state or the same lattice vibration. From here to the end of part (d), wavevectors are given in units of $2\pi/a$.

### (a) The reciprocal lattice, the valleys and the X points

The primitive vectors of the direct lattice are

$$
\frac a2(0,1,1),\qquad \frac a2(1,0,1),\qquad \frac a2(1,1,0).
$$

Take $\mathbf G=(g_1,g_2,g_3)$. Its scalar product with the first primitive vector is

$$
\frac{2\pi}{a}\cdot\frac a2\,(g_2+g_3)=\pi(g_2+g_3).
$$

This must be a multiple of $2\pi$, so $g_2+g_3$ is an even integer. The other two vectors require the same of $g_1+g_3$ and $g_1+g_2$. The entries themselves are then integers, because

$$
2g_1=(g_1+g_2)+(g_1+g_3)-(g_2+g_3)
$$

is even, and similarly for $g_2$ and $g_3$. Integers whose pairwise sums are even are all even or all odd. Conversely, any such triple meets the three conditions. The reciprocal lattice therefore consists of the integer triples with all entries even or all entries odd. Thus $(1,1,1)$ and $(2,0,0)$ belong to it, while $(1,0,0)$ and $(1,1,0)$ do not.

Write an L wavevector as $\frac12(s_1,s_2,s_3)$ with each $s_i=\pm1$. Two of them differ by

$$
\mathbf d=\tfrac12(s'_1-s_1,\;s'_2-s_2,\;s'_3-s_3).
$$

An entry of $\mathbf d$ is $0$ where the sign is kept and $\pm1$ where it is reversed. If all three signs are reversed, the entries are all odd and $\mathbf d$ is a reciprocal vector. If one or two are reversed, $\mathbf d$ has both odd and even entries and is not. So each L wavevector is equivalent to its own negative and to no other, and the eight form four valleys. Convenient representatives are

$$
L_1=\tfrac12(1,1,1),\quad L_2=\tfrac12(1,1,-1),\quad
L_3=\tfrac12(1,-1,1),\quad L_4=\tfrac12(-1,1,1).
$$

For the X points, $(1,0,0)-(-1,0,0)=(2,0,0)$ is a reciprocal vector, so opposite X wavevectors are equivalent. Points on different axes are not: $(1,0,0)-(0,1,0)=(1,-1,0)$ has mixed parity. This leaves three distinct X points,

$$
X_x=(1,0,0),\qquad X_y=(0,1,0),\qquad X_z=(0,0,1).
$$

None is equivalent to $\Gamma$, since each has one odd and two even entries.

### (b) The phonon between two distinct valleys

For absorption, the selection rule gives $\mathbf q\equiv\mathbf k'-\mathbf k=\mathbf d$. Distinct valleys have one or two signs reversed, which leaves two cases.

*One sign reversed.* The difference has a single nonzero entry, $+1$ or $-1$. It is an X wavevector as it stands.

*Two signs reversed.* Suppose that the first sign is kept. Then $\mathbf d=(0,d_2,d_3)$ with $d_2=\pm1$ and $d_3=\pm1$. The triple $(1,d_2,d_3)$ has all entries odd, so it is a reciprocal vector and may be subtracted:

$$
(0,d_2,d_3)-(1,d_2,d_3)=(-1,0,0)\equiv(1,0,0)=X_x .
$$

The result is the X point on the axis whose sign was kept. The same argument holds for the other two axes.

In both cases $\mathbf q$ is an X point up to a reciprocal vector. For emission $\mathbf q\equiv-\mathbf d$, and since $-X\equiv X$ the phonon belongs to the same X point. The choice of representatives does not matter either, because adding reciprocal vectors to $\mathbf k$ or $\mathbf k'$ changes $\mathbf d$ by a reciprocal vector. This proves the statement.

As an illustration, go from $\frac12(1,1,1)$ to $\frac12(1,-1,-1)$. The difference is

$$
(0,-1,-1)=(1,0,0)+(-1,-1,-1),
$$

which is $X_x$ plus a reciprocal vector. The final point is equivalent to $\frac12(-1,1,1)=L_4$. With that representative, the difference from $L_1$ is $(-1,0,0)$, again equivalent to $X_x$. The reciprocal vector in the balance depends on how the valleys are labelled, but the X point does not.

The rule is a necessary condition. It does not say which phonon branch at X couples to the electrons, or how strongly. That depends on the symmetry of the electron states and of the vibration, and on the size of $M$. The rule also concerns a single phonon. Two phonons need only have wavevectors that add up to an X point, up to a reciprocal vector and with the wavevector of an emitted phonon counted negatively, and an impurity breaks the translational symmetry on which the selection rule rests.

### (c) Which X point serves which pair

Subtracting the representatives gives the six pairs.

| Pair | $\mathbf k'-\mathbf k$ | X point | $\mathbf G$ |
|---|---|---|---|
| $L_1\to L_2$ | $(0,0,-1)$ | $X_z$ | $(0,0,-2)$ |
| $L_3\to L_4$ | $(-1,1,0)$ | $X_z$ | $(-1,1,-1)$ |
| $L_1\to L_3$ | $(0,-1,0)$ | $X_y$ | $(0,-2,0)$ |
| $L_2\to L_4$ | $(-1,0,1)$ | $X_y$ | $(-1,-1,1)$ |
| $L_1\to L_4$ | $(-1,0,0)$ | $X_x$ | $(-2,0,0)$ |
| $L_2\to L_3$ | $(0,-1,1)$ | $X_x$ | $(-1,-1,1)$ |

In each row the second column is the sum of the X wavevector and $\mathbf G$. Each X point serves two pairs, and the two pairs together contain all four valleys. An $X_z$ phonon, for instance, exchanges $L_1$ with $L_2$ and $L_3$ with $L_4$. Seen from one valley, the three X points lead to the three other valleys, one each.

### (d) Minima inside the zone

Let the minima lie at $\frac{\lambda}{2}(s_1,s_2,s_3)$ with $0<\lambda<1$. The difference between two of them is $\lambda\mathbf d$, with entries $0$ or $\pm\lambda$. For two different minima at least one entry is $\pm\lambda$, which is not an integer. An X wavevector plus a reciprocal vector has integer entries throughout. The two can never agree, so no transition between the bottoms of different valleys would use an X-point phonon.

The valley count changes as well. Opposite minima now differ by $\lambda(\pm1,\pm1,\pm1)$, which is not a reciprocal vector, so there are eight valleys in place of four. For minima on the lines from $\Gamma$ to L, the result of part (b) thus requires them to lie exactly at L, where $2\mathbf k$ is a reciprocal vector. The cubic symmetry of the valleys alone would not give it.

### (e) Electrons near the valley bottoms

A transition exactly from bottom to bottom cannot conserve energy: the two bottoms are at the same energy, and the phonon carries $\hbar\omega>0$. At least one of the two states must lie away from its minimum. Let $\boldsymbol\delta$ and $\boldsymbol\delta'$ be the initial and final wavevectors measured from their own minima, now in ordinary units. For absorption,

$$
\mathbf q\equiv\mathbf X+\boldsymbol\delta'-\boldsymbol\delta .
$$

The deviation from X is $\boldsymbol\delta'-\boldsymbol\delta$, and its size follows from the shape of the valleys.

**Mean square deviation.** For parabolic bands, the energy above the minimum is

$$
E=\frac{\hbar^2}{2}\left(\frac{\delta_l^2}{m_l}+\frac{\delta_{t1}^2+\delta_{t2}^2}{m_t}\right),
$$

where $l$ denotes the direction from $\Gamma$ to L and $t1,t2$ the two directions across it. States of energy $E$ can be written with a unit vector $\mathbf n$ as

$$
\delta_l=\frac{\sqrt{2m_lE}}{\hbar}\,n_l,\qquad
\delta_{t1}=\frac{\sqrt{2m_tE}}{\hbar}\,n_{t1},\qquad
\delta_{t2}=\frac{\sqrt{2m_tE}}{\hbar}\,n_{t2}.
$$

This stretching of the axes changes every volume by the same factor. States in a thin energy shell are therefore spread evenly over the directions of $\mathbf n$, and each squared component of $\mathbf n$ averages to $1/3$. Hence

$$
\langle\delta^2\rangle=\frac{2E}{3\hbar^2}(m_l+2m_t).
$$

Assume that the initial states of a given energy are equally occupied, and that all final states of energy $E'=E+\hbar\omega$ are equally likely whatever the initial state. Then

$$
\langle|\boldsymbol\delta'-\boldsymbol\delta|^2\rangle
=\langle\delta'^2\rangle+\langle\delta^2\rangle
-2\langle\boldsymbol\delta'\rangle\cdot\langle\boldsymbol\delta\rangle .
$$

The last term vanishes, because each ellipsoid contains $-\boldsymbol\delta$ along with $\boldsymbol\delta$. The root-mean-square deviation is

$$
\Delta q=\sqrt{\frac{2(m_l+2m_t)(E+E')}{3\hbar^2}} .
$$

**Mean thermal energy.** The density of states is proportional to $\sqrt E$. For a dilute electron gas with Boltzmann occupation,

$$
\langle E\rangle=\frac{\int_0^\infty E^{3/2}e^{-E/k_BT}dE}{\int_0^\infty E^{1/2}e^{-E/k_BT}dE}=\tfrac32k_BT ,
$$

where integrating the numerator by parts gives $\frac32k_BT$ times the denominator.

**Numbers at 300 K.** The mean energy is $E=0.0388$ eV, so $E'=0.0668$ eV. With $\hbar^2/2m_0=0.0381$ eV nm² and $m_l+2m_t=1.76\,m_0$,

$$
\Delta q=\sqrt{\frac{1.76\,(0.0388+0.0668)}{3\times0.0381}}\ \text{nm}^{-1}\approx1.27\ \text{nm}^{-1}.
$$

The distance from $\Gamma$ to X is $2\pi/a=11.02$ nm⁻¹, so the rms deviation is about 12 % of it. This value is for an electron of energy $\frac32k_BT$. The absorption rate grows with the final density of states, as $\sqrt{E+\hbar\omega}$, so an average over all absorption events in the thermal gas has a higher mean initial energy, about $1.8\,k_BT$, and gives about 1.36 nm⁻¹.

The largest deviation is of interest too. The long semi-axes of the two ellipsoids are $\sqrt{2m_lE}/\hbar=1.28$ nm⁻¹ and $\sqrt{2m_lE'}/\hbar=1.67$ nm⁻¹. The axes of two distinct valleys meet at an angle whose cosine is $1/3$ in magnitude, as $(1,1,1)\cdot(1,1,-1)/3$ shows. If both states sit at the tips, with signs chosen so that the deviations add,

$$
|\boldsymbol\delta'-\boldsymbol\delta|=\sqrt{1.28^2+1.67^2+\tfrac23(1.28)(1.67)}\ \text{nm}^{-1}\approx2.4\ \text{nm}^{-1}.
$$

The tips are not quite the farthest points, because the two long axes are not parallel. A numerical search over 1152 directions on each ellipsoid finds a slightly larger value, 2.45 nm⁻¹, or 22 % of $|\mathbf X|$. For electrons of mean thermal energy, the phonons thus fill a region around X that is not small, yet stays well away from $\Gamma$. Electrons of higher energy can absorb phonons farther from X.

**Numbers at 77 K.** Here $E=0.0100$ eV and $E'=0.0380$ eV. The rms deviation falls to 0.86 nm⁻¹, about 8 % of $|\mathbf X|$, and the largest to 1.62 nm⁻¹. Cooling does not shrink the spread to zero. For $E\to0$ the final energy is still $\hbar\omega$, and the formula leaves

$$
\Delta q\to\sqrt{\frac{1.76\times0.028}{3\times0.0381}}\ \text{nm}^{-1}\approx0.66\ \text{nm}^{-1}.
$$

What does vanish is the supply of phonons. The mean number per mode, $1/(e^{\hbar\omega/k_BT}-1)$, is 0.51 at 300 K and 0.015 at 77 K, and for a given electron energy the absorption rate is proportional to it.

**The model and real germanium.** The input values are rough but typical of germanium, and the phonon energy, taken as constant here, depends on the branch and on the wavevector. The mass anisotropy cannot be dropped: an isotropic mass with the same density of states, $(m_lm_t^2)^{1/3}=0.217\,m_0$, would give only 0.78 nm⁻¹ at 300 K. Nonparabolicity matters little here. With a rough coefficient $\alpha=0.3$ eV⁻¹ in $E(1+\alpha E)=\hbar^2k^2/2m$, the final wavevector grows by 1 %. Higher valleys hold few electrons at 300 K. Taking the $\Gamma$ valley 0.14 eV above L with mass $0.04\,m_0$, and six valleys near X 0.18 eV above L with masses $0.9\,m_0$ and $0.2\,m_0$ (all rough), the Boltzmann populations relative to the L valleys are about $9\times10^{-5}$ and $3\times10^{-3}$. At a doping of $10^{16}$ cm⁻³ the electron density at 300 K is about $10^{-3}$ of the effective density of states, $1.0\times10^{19}$ cm⁻³. That quantity scales as $T^{3/2}$ and falls to $1.3\times10^{18}$ cm⁻³ at 77 K, where the ratio is still below $10^{-2}$, so Boltzmann occupation is justified at both temperatures.

The estimate also assumes thermal equilibrium, which a strong electric field breaks by heating the electrons. For an electron with $E=0.1$ eV, the same formula with $E+E'=0.228$ eV gives $\Delta q\approx1.9$ nm⁻¹, or 17 % of $|\mathbf X|$. Under the assumptions made above, the phonon wavevectors are still centred on X, but they spread farther from it as the electrons heat up. A model that assigns every intervalley phonon the energy found at X then becomes coarser for any branch whose energy changes appreciably over this region.

Numerical values quoted here were computed with a short program.
